# Superexchange in a Metal-Ligand-Metal Cluster: Fourth Order and Mean Field

## The form fixed by symmetry

Two metal sites, 1 and 2, each carry one unpaired spin 1/2 and are joined through a ligand. If the coupling through the ligand is weak compared with the cost of moving a charge, the four lowest states derive from the four orientations of the two spins, and if the Hamiltonian is invariant under spin rotations they form a singlet and a triplet. An operator that distinguishes these two multiplets and nothing else can be written as

$$H_{\rm eff}=C+J\,\mathbf S_1\cdot\mathbf S_2 .\tag{1}$$

Since $\mathbf S_1\cdot\mathbf S_2=\tfrac12[S(S+1)-\tfrac32]$ equals $-\tfrac34$ in the singlet and $+\tfrac14$ in the triplet,

$$J=E_T-E_S ,\tag{2}$$

and $J>0$ means antiferromagnetic coupling.

Symmetry also fixes the leading power of the hopping. Let the ligand be coupled to the metals by amplitudes $t_1$ and $t_2$, with no direct metal-metal hopping. Reversing the sign of the orbital on metal 1 changes $t_1$ into $-t_1$ but leaves the spectrum unchanged, so $J$ is even in $t_1$, and likewise in $t_2$. If either amplitude is zero, the spin on the disconnected metal is free and $J=0$. The lowest term in a power series is therefore proportional to $t_1^2t_2^2$. For $t_1=t_2=t$, dimensions require

$$J=\frac{t^4}{\Delta^3}\,f\!\left(\frac U\Delta,\frac{U_{pp}}\Delta\right)+O(t^6),\tag{3}$$

where $\Delta$, $U$ and $U_{pp}$ are the other energies of the model, defined next. The function $f$ has to be calculated.

## The model and the meaning of $\Delta$

Each metal has one orbital, with hole creation operator $d^\dagger_{i\sigma}$, and the ligand has one orbital, with $p^\dagger_\sigma$. Two holes occupy the cluster. With energies measured from the configuration with one hole on each metal,

$$H=H_0+V,\qquad H_0=\Delta\,n_p+U(D_1+D_2)+U_{pp}D_p,\tag{4}$$

$$V=t\sum_\sigma\left[p^\dagger_\sigma(d_{1\sigma}+d_{2\sigma})+{\rm h.c.}\right].\tag{5}$$

Here $n_p$ counts ligand holes and $D=n_\uparrow n_\downarrow$ is double occupancy by holes. We take $\Delta,U>0$ and $U_{pp}\ge0$. Metal-ligand repulsion, Hund exchange and further orbitals are left out.

The value of $\Delta$ depends on the picture in which orbital energies are quoted. Suppose the same cluster is described by four electrons with orbital energies $\varepsilon_d$ and $\varepsilon_p$. An electron number is one minus a hole number for each spin, so

$$n^{e}_\uparrow n^{e}_\downarrow=(1-n_\uparrow)(1-n_\downarrow)=1-n+D .\tag{6}$$

A metal hole then carries the energy $-(\varepsilon_d+U)$ and a ligand hole carries $-(\varepsilon_p+U_{pp})$. Their difference is

$$\Delta=\varepsilon_d+U-\varepsilon_p-U_{pp}.\tag{7}$$

This is the cost of moving one electron from the filled ligand to a metal. The bare difference $\varepsilon_d-\varepsilon_p$ must not be used in its place. The hopping changes sign in this transformation, but reversing the sign of the ligand orbital restores it.

## Perturbation theory to fourth order

Because $V$ conserves spin, the singlet and the triplet can be treated separately. For a given spin and spin projection there is a single state $|s\rangle$ with $H_0|s\rangle=0$, so nondegenerate perturbation theory applies. Write the perturbed state as $|s\rangle+|\chi\rangle$ with $\langle s|\chi\rangle=0$. Since $\langle s|V|s\rangle=0$, projecting the Schrödinger equation on $\langle s|$ gives

$$E=\langle s|V|\chi\rangle .\tag{8}$$

Let $Q=1-|s\rangle\langle s|$. Projecting with $Q$ gives $H_0|\chi\rangle+QV(|s\rangle+|\chi\rangle)=E|\chi\rangle$. With $R=-Q/H_0$ this becomes

$$|\chi\rangle=RV|s\rangle+RV|\chi\rangle-E\,R|\chi\rangle .\tag{9}$$

Each action of $V$ changes $n_p$ by one, so an odd number of actions cannot return to $|s\rangle$, and odd orders of the energy vanish. The energy therefore starts with $E_2$, and iterating (9) gives

$$\chi_1=RVs,\qquad \chi_2=RV\chi_1,\qquad \chi_3=RV\chi_2-E_2R\chi_1 .\tag{10}$$

Substituting these in (8),

$$E_2=\langle VRV\rangle,\qquad E_4=\langle VRVRVRV\rangle-E_2\langle VR^2V\rangle .\tag{11}$$

### Singlet

For two different orbitals $a$ and $b$ define

$$|ab\rangle_S=\frac{a^\dagger_\uparrow b^\dagger_\downarrow+b^\dagger_\uparrow a^\dagger_\downarrow}{\sqrt2}|0\rangle,\qquad |aa\rangle=a^\dagger_\uparrow a^\dagger_\downarrow|0\rangle .\tag{12}$$

Since $V|0\rangle=0$, $[V,d^\dagger_{i\sigma}]=t\,p^\dagger_\sigma$ and $[V,p^\dagger_\sigma]=t(d^\dagger_{1\sigma}+d^\dagger_{2\sigma})$, the hopping replaces one creation operator at a time. Writing 1 and 2 for the metal orbitals,

$$V|12\rangle_S=t\left(|p2\rangle_S+|1p\rangle_S\right).\tag{13}$$

When a replacement makes both orbitals equal, the two terms in (12) add to $2/\sqrt2=\sqrt2$ times the normalized pair state. Hence

$$V|p2\rangle_S=t\left(|12\rangle_S+\sqrt2\,|22\rangle+\sqrt2\,|pp\rangle\right),\tag{14}$$

$$V|1p\rangle_S=t\left(|12\rangle_S+\sqrt2\,|11\rangle+\sqrt2\,|pp\rangle\right).\tag{15}$$

Both states in (13) have energy $\Delta$, so $R$ multiplies them by $-1/\Delta$. Applying $V$ again,

$$VRV|12\rangle_S=-\frac{t^2}{\Delta}\left[2|12\rangle_S+\sqrt2\,|11\rangle+\sqrt2\,|22\rangle+2\sqrt2\,|pp\rangle\right].\tag{16}$$

The first coefficient gives $E_2=-2t^2/\Delta$. The doubly occupied ligand is reached by two routes, according to which hole moves first, and their amplitudes add. Each doubly occupied metal is reached by one route.

The middle $R$ in the first term of $E_4$ removes $|12\rangle_S$, divides the metal pairs by $-U$ and divides the ligand pair by $-(2\Delta+U_{pp})$. Squaring the amplitudes in (16),

$$\langle VRVRVRV\rangle_S=-\frac{t^4}{\Delta^2}\left[\frac{2+2}{U}+\frac{8}{2\Delta+U_{pp}}\right].\tag{17}$$

For the second term of $E_4$, (13) gives $\langle VR^2V\rangle=2t^2/\Delta^2$, so

$$-E_2\langle VR^2V\rangle=\frac{2t^2}{\Delta}\,\frac{2t^2}{\Delta^2}=\frac{4t^4}{\Delta^3}.\tag{18}$$

### Triplet and result

The triplet with zero spin projection has a minus sign between the two terms of (12). Replacing an operator so that both orbitals become equal now gives zero, as the Pauli principle requires. Thus

$$V|p2\rangle_T=V|1p\rangle_T=t|12\rangle_T .\tag{19}$$

The second-order energy and the term (18) are the same as in the singlet, while (17) has no counterpart. Therefore

$$E_{4,T}=\frac{4t^4}{\Delta^3},\qquad E_{4,S}=\frac{4t^4}{\Delta^3}-\frac{4t^4}{\Delta^2}\left[\frac1U+\frac{2}{2\Delta+U_{pp}}\right],\tag{20}$$

and (2) gives, to fourth order,

$$\boxed{J=\frac{4t^4}{\Delta^2}\left[\frac1U+\frac{2}{2\Delta+U_{pp}}\right]}\tag{21}$$

which has the form (3). The singlet is lower because it can use pair states that the triplet cannot reach.

If $U_{pp}\to\infty$, the metal term $4t^4/(\Delta^2U)$ remains. It equals $4\tilde t^{\,2}/U$ with an effective metal-metal hopping of magnitude $\tilde t=t^2/\Delta$. If instead $U\to\infty$ at fixed $\Delta$, the ligand term $8t^4/[\Delta^2(2\Delta+U_{pp})]$ remains: forbidding double occupancy of the metals does not remove the exchange.

The expansion requires the admixtures in (10) to be small. This means $t\ll\Delta$ for the one-ligand-hole states and $t^2\ll\Delta U$ for the metal pairs. The formula fails as $\Delta\to0$, where its divergence signals that the expansion has broken down.

## Mean-field energies

In unrestricted mean field the state is one determinant, and holes of opposite spin may have different orbitals. In such a determinant $\langle n_\uparrow n_\downarrow\rangle=\langle n_\uparrow\rangle\langle n_\downarrow\rangle$ on each site. The repulsion acts between opposite spins, so a hole does not repel itself. The errors found below are therefore not self-interaction errors.

### Ferromagnetic determinant

Two up holes do not feel the repulsion in (4). Their lowest state is the determinant of the two lowest one-hole orbitals, so mean field gives the exact triplet energy of the model. The odd combination $(d_1-d_2)/\sqrt2$ does not couple to the ligand and has energy zero. The even combination couples with amplitude $\sqrt2\,t$, which gives the levels $[\Delta\pm\sqrt{\Delta^2+8t^2}]/2$. The two lowest levels add to

$$E_{FM}=\frac{\Delta-\sqrt{\Delta^2+8t^2}}2=-\frac{2t^2}{\Delta}+\frac{4t^4}{\Delta^3}+O(t^6),\tag{22}$$

where $\sqrt{1+x}=1+x/2-x^2/8+\dots$ was used with $x=8t^2/\Delta^2$. This agrees with the perturbative triplet energy.

### Antiferromagnetic determinant

Let the up hole sit mainly on metal 1, with orbital $(1,a,b)/\sqrt N$ on (metal 1, ligand, metal 2) and $N=1+a^2+b^2$. The down hole has the mirror image $(b,a,1)/\sqrt N$. The energy is

$$E=\frac{2(\Delta a^2+2ta+2tab)}N+\frac{2Ub^2+U_{pp}a^4}{N^2}.\tag{23}$$

One hop reaches the ligand and two reach the far metal, so $a=O(t)$ and $b=O(t^2)$. Keeping terms to fourth order,

$$E=2(\Delta a^2+2ta)(1-a^2)+4tab+2Ub^2+U_{pp}a^4 .\tag{24}$$

The second-order part is stationary at $a=-t/\Delta$. A correction to $a$ of order $t^3$ changes the energy only at order $t^6$, because the second-order part is stationary and the derivatives of the remaining terms are already of order $t^3$. That correction is small only if the ligand level, which the other hole raises by $U_{pp}a^2$, stays close to $\Delta$. Besides the conditions given above, the mean-field expansion therefore needs $U_{pp}t^2\ll\Delta^3$. Stationarity in $b$ gives $4ta+4Ub=0$, hence

$$a=-\frac t\Delta,\qquad b=-\frac{ta}U=\frac{t^2}{\Delta U}.\tag{25}$$

The first term of (24) becomes $-(2t^2/\Delta)(1-t^2/\Delta^2)$. The terms containing $b$ become $-2t^2a^2/U=-2t^4/(\Delta^2U)$. Thus

$$E_{AF}=-\frac{2t^2}\Delta+\frac{2t^4}{\Delta^3}-\frac{2t^4}{\Delta^2U}+\frac{U_{pp}t^4}{\Delta^4}+O(t^6).\tag{26}$$

Subtracting this from (22),

$$E_{FM}-E_{AF}=\frac{2t^4}{\Delta^2}\left[\frac1U+\frac1\Delta-\frac{U_{pp}}{2\Delta^2}\right]+O(t^6).\tag{27}$$

### Which energies should be compared

As $t\to0$ the antiferromagnetic determinant has one up spin on metal 1 and one down spin on metal 2. It is an equal mixture of singlet and triplet, not a singlet. In it $\langle\mathbf S_1\cdot\mathbf S_2\rangle=-\tfrac14$, whereas the ferromagnetic state has $+\tfrac14$. By (1) their energies should differ by $J/2$, so the mean-field estimate of $J$ is

$$J_{MF}=2(E_{FM}-E_{AF}).\tag{28}$$

With $x=U_{pp}/(2\Delta)$, the ligand term in the bracket of (21) is $1/[\Delta(1+x)]$, while (27) contains $(1-x)/\Delta$. Mean field reproduces the metal term and keeps the ligand term only to first order in $U_{pp}$. Since $1/(1+x)-(1-x)=x^2/(1+x)$,

$$\frac J2-(E_{FM}-E_{AF})=\frac{2t^4}{\Delta^3}\frac{x^2}{1+x}=\frac{t^4U_{pp}^2}{\Delta^4(2\Delta+U_{pp})}\tag{29}$$

at fourth order. The mean-field value is thus too small at this order for $U_{pp}>0$, and correct for $U_{pp}=0$.

## Why the ligand term is wrong

Starting from $|d_{1\uparrow}d_{2\downarrow}\rangle$, a metal pair differs by one orbital and can be reached by relaxing a single orbital, as $b$ does. The ligand pair differs by two orbitals. A determinant contains it only with the weight $\langle n_{p\uparrow}\rangle\langle n_{p\downarrow}\rangle$, which is $a^4=t^4/\Delta^4$ at leading order.

In the exact singlet, (16) and another factor $R$ give the ligand-pair weight

$$w_S=\left[\frac{2\sqrt2\,t^2}{\Delta(2\Delta+U_{pp})}\right]^2=\frac{8t^4}{\Delta^2(2\Delta+U_{pp})^2}.\tag{30}$$

The triplet has none, so the equal mixture has weight $w_S/2$. At $U_{pp}=0$ this equals the mean-field weight. As $U_{pp}$ grows, the exact weight falls, whereas the leading mean-field weight does not.

This difference accounts for the whole of (29). For an exact eigenstate, and for a stationary determinant, the derivative of the energy with respect to $U_{pp}$ is the ligand-pair weight. Integrating from zero, the excess rise of the mean-field energy over the average of the exact singlet and triplet energies is

$$\int_0^{U_{pp}}\!\left[\frac{t^4}{\Delta^4}-\frac{4t^4}{\Delta^2(2\Delta+u)^2}\right]du=\frac{t^4U_{pp}}{\Delta^4}\left[1-\frac{2\Delta}{2\Delta+U_{pp}}\right],\tag{31}$$

which is the right-hand side of (29).

The error can reverse the sign of the coupling. The bracket in (27) is negative when

$$U_{pp}>2\Delta\left(1+\frac\Delta U\right),\tag{32}$$

although (21) remains positive. When (32) holds and the hopping is weak enough for the fourth-order term to dominate, mean field places the ferromagnetic determinant below the antiferromagnetic one for a cluster whose ground state is a singlet. At finite $t$ the threshold is shifted by higher-order terms.

## A worked example

Take the round model parameters $\Delta=4$ eV, $U=8$ eV, $U_{pp}=5$ eV and $t=0.5$ eV. Electronvolts are the natural unit here. The two terms of (21) are

$$\frac{4(0.5)^4}{4^2\times8}\ {\rm eV}=1.95\ {\rm meV},\qquad \frac{8(0.5)^4}{4^2\times13}\ {\rm eV}=2.40\ {\rm meV}.\tag{33}$$

Their sum is $J=4.36$ meV, or 160 microhartree. Exact diagonalization of the same model gives 4.07 meV, or 149 microhartree. The fourth-order value is 7% above the exact one. "Exact" refers here to the model (4)–(5), with all its omissions, and not to a material.

The self-consistent mean-field energies are $E_{FM}=-0.12132$ eV and $E_{AF}=-0.12294$ eV. Their difference is 1.62 meV, so (28) gives $J_{MF}=3.25$ meV, 20% below the exact $J$. Taking the difference itself for $J$ would give only 40% of the exact value. The determinant has $\langle S^2\rangle=0.999$, close to the value 1 of an equal singlet-triplet mixture, which supports the factor 2 in (28).

At fourth order the mean-field estimate is

$$J_{MF}=\frac{4(0.5)^4}{4^2}\left[\frac18+\frac14-\frac5{32}\right]{\rm eV}=3.42\ {\rm meV}.\tag{34}$$

It lies 0.94 meV below the fourth-order $J$, which is twice the shortfall (29). The ligand-pair weights show the cause: half the exact singlet weight is $0.88\times10^{-4}$, while the mean-field weight is $2.1\times10^{-4}$.

The hopping dependence separates the error of the expansion from that of mean field (all $J$ in meV):

| $t$ (eV) | exact $J$ | fourth order | $J_{MF}$ |
|---|---:|---:|---:|
| 0.10 | 0.00695 | 0.00697 | 0.00546 |
| 0.50 | 4.07 | 4.36 | 3.25 |
| 1.00 | 54.0 | 69.7 | 45.2 |
| 1.25 | 117 | 170 | 101 |

At $t=0.1$ eV the fourth-order formula is within 0.5% of the exact result, yet mean field is still 21% too low: its error relative to the exact $J$ does not disappear for weak hopping. At $t=1.25$ eV the fourth-order value is 46% too high, and mean field is 14% too low. For these parameters self-consistent mean field is then closer to the exact $J$ than the fourth-order formula is, although its leading coefficient is wrong.

For $\Delta=4$ eV and $U=8$ eV, (32) places the mean-field sign change at $U_{pp}=12$ eV. The self-consistent calculation at $t=0.05$ eV finds 12.01 eV. Beyond it, at $U_{pp}=20$ eV and $t=0.1$ eV, the exact $J$ is $+4.9$ microelectronvolts, but $J_{MF}$ is $-6.1$ microelectronvolts.

The numerical check compares the fourth-order coefficients in (21) and (27) with exact diagonalization and self-consistent mean field for four parameter sets. It also confirms that forbidding the metal pairs or the ligand pair removes the corresponding term of $J$.

## Numbers as computed

```
Delta = 4.0 eV, U = 8.0 eV
Upp = 5.0 eV, t = 0.50 eV
second-order energy, both spins: -0.125000 eV
amplitude to metal pair: -0.088388 eV
amplitude to ligand pair: -0.176777 eV
fourth-order energy, singlet: -0.4507 meV
fourth-order energy, triplet: 3.9062 meV
metal term of J: 1.9531 meV
ligand term of J: 2.4038 meV
fourth-order J: 4.3570 meV
fourth-order J: 160.12 microhartree
exact singlet energy: -0.1253867 eV
exact triplet energy: -0.1213203 eV
exact J: 4.0664 meV
exact J: 149.44 microhartree
fourth-order J / exact J: 1.0715
mean-field ferro energy: -0.1213203 eV
mean-field antiferro energy: -0.1229437 eV
mean-field E_FM - E_AF: 1.6234 meV
twice that difference: 3.2467 meV
its fourth-order value: 3.4180 meV
twice difference / exact J: 0.7984
up orbital, metal 1: 0.992625
up orbital, ligand: -0.120987
up orbital, metal 2: 0.007616
leading ligand amplitude: -0.125000
leading metal 2 amplitude: 0.007812
<S^2> of antiferro determinant: 0.999114
ligand pair weight, exact singlet: 1.769e-04
half of that weight: 8.844e-05
ligand pair weight, mean field: 2.143e-04
scan over t: J in meV
t (eV)   exact      4th order  2(E_FM-E_AF)
0.10     0.00695    0.00697    0.00546
0.25     0.26754    0.27231    0.21085
0.50     4.06638    4.35697    3.24672
0.75    18.98631   22.05717   15.46401
1.00    54.02272   69.71154   45.15141
1.25   116.54536  170.19419  100.51296
Upp at sign change, formula: 12.000 eV
Upp at sign change, t = 0.05 eV: 12.010 eV
strong case: Upp = 20.0 eV, t = 0.10 eV
strong case, exact J: 4.895 microeV
strong case, 2(E_FM-E_AF): -6.142 microeV
```
